# Why a fitted electron temperature can misjudge impact ionisation

**Q.** My device simulation gives the mean energy of the electrons. I convert it to an electron temperature and take the ionisation rate from a Maxwellian at that temperature. The electrons scatter many times, so surely they have settled into a Maxwellian, merely a hot one?

**A.** Collisions scramble the directions of motion, though a strong field can keep them uneven. They need not settle the energies into a Maxwellian, because the electrons exchange energy with the field and the phonons, which are not in equilibrium with each other. I leave out collisions between electrons, which do push the energies towards a Maxwellian and can't be neglected in heavily doped regions. Your fit matches two integrals, the number and the mean energy. Ionisation depends on a third.

**Q.** If those two agree, how wrong can the third be? Is there even a definite sign?

**A.** There is, if we know how \(\ln f\) curves. Let \(f(\varepsilon)\) be the occupation averaged over directions, \(g(\varepsilon)\) the density of states, and \(f_M=Ae^{-\varepsilon/T}\) your Maxwellian, with \(T\) in energy units. The carriers are non-degenerate. Matching number and mean energy means that \(D=f_M-f\) obeys
\[
\int gD\,d\varepsilon=0,\qquad \int g\,\varepsilon D\,d\varepsilon=0 .
\]
The first condition forces \(D\) to change sign at least once. Suppose it did so only once, at \(a\). Then \((\varepsilon-a)D\) would have one sign throughout, yet the two conditions make \(\int g(\varepsilon-a)D\,d\varepsilon\) vanish. So there are at least two crossings.

Now suppose \(\ln f\) is concave and not a straight line. Since \(\ln f_M\) is linear in energy, \(\ln(f/f_M)\) is concave too, and a concave function is positive on one interval at most. There are therefore two crossings, \(a<b\), with \(f>f_M\) between them and \(f<f_M\) outside.

**Q.** That gives me too many electrons in the far tail, but also too many at low energy. Why should the ionisation rate come out too high?

**A.** Because the far tail counts most when the rate rises ever more steeply above threshold, as I assume here. Take any rate \(W(\varepsilon)\) that is convex, and let \(L(\varepsilon)\) be the straight line that meets \(W\) at \(a\) and \(b\). Convexity puts \(W\) below \(L\) between the crossings and above it outside. These are the regions where \(D\) is negative and positive, so \((W-L)D\ge0\) everywhere. The line contributes nothing, by the two matching conditions. Hence
\[
\int gWD\,d\varepsilon=\int g(W-L)D\,d\varepsilon\ge0,
\qquad \langle W\rangle_M\ge\langle W\rangle_f .
\]
If \(\ln f\) is convex instead, every sign reverses and the Maxwellian underestimates the rate.

**Q.** Does that cover a rate that jumps from zero to a constant at threshold?

**A.** No, a step is not convex. For concave \(\ln f\), put the step at the lower crossing. Since the total numbers agree, the deficit of \(f\) below \(a\) must reappear above it, and the true rate is the larger one. In a test case with crossings at 0.42 and 1.27 eV, the true rate for a step at the lower crossing is 1.21 times the fitted one. With the step at or beyond the upper crossing, the fitted rate is the larger.

**Q.** Fine, but why would a steady field make \(\ln f\) concave?

**A.** We have to balance heating against phonon loss. Take a uniform field \(F\), an isotropic band, and one phonon energy \(w\) with occupation \(n\). Scattering is isotropic, with a rate proportional to the final density of states. Ionisation is too weak to alter \(f\).

Let \(\theta\) be the angle from the electric force, and write the distribution as \(f+f_1\cos\theta\), which assumes weak anisotropy. Isotropic scattering removes the \(\cos\theta\) part at the rate \(1/\tau\) and puts none back. With speed \(v=d\varepsilon/dp\), the steady Boltzmann equation gives
\[
eFv f'=-\frac{f_1}{\tau}\quad\Rightarrow\quad f_1=-eFv\tau f' .
\]
An electron gains energy at the rate \(eFv\cos\theta\). The average of \(\cos^2\theta\) is \(1/3\), so the upward flux through energy \(\varepsilon\) is
\[
J_F=\frac{g\,eFv f_1}{3}=-\frac{(eF)^2g v^2\tau f'}{3}.
\]

For the phonons, let \(C\) be the coupling constant. Emission has rate \(C(n+1)g(\varepsilon-w)\) and absorption \(Cng(\varepsilon+w)\). If \(w\) is small on the scale over which \(f\) and \(g\) vary, \(1/\tau=(2n+1)Cg\). A jump between \(s-w/2\) and \(s+w/2\) crosses \(\varepsilon\) when \(s\) lies within \(w/2\) of it, a range of width \(w\). The net downward flux is therefore
\[
J_P\simeq wCg^2\left[(n+1)\left(f+\tfrac w2f'\right)-n\left(f-\tfrac w2f'\right)\right]
=\frac{g}{\tau}\,\frac{w}{2n+1}\left[f+\left(n+\tfrac12\right)wf'\right].
\]
In the steady state no electrons accumulate and none escape to infinite energy, so \(J_F=J_P\). Multiply by \(\tau(2n+1)/(gw)\), write the mean free path as \(\lambda=v\tau\), and collect the terms in \(f'\):
\[
-\frac{d\ln f}{d\varepsilon}=\frac1{T_{\rm loc}},\qquad
T_{\rm loc}(\varepsilon)=\frac{(2n+1)(eF\lambda)^2}{3w}+\left(n+\tfrac12\right)w .
\]

**Q.** If \(\lambda\) is constant, \(T_{\rm loc}\) is constant, and I get my Maxwellian after all.

**A.** Yes, in this regime, even in a strong field. Driving alone is not the culprit. What matters is how \(\lambda\) depends on energy. Differentiating once more,
\[
\frac{d^2\ln f}{d\varepsilon^2}=\frac{T_{\rm loc}'}{T_{\rm loc}^2},
\]
which is negative wherever \(\lambda\) falls with energy.

It does fall in a band that flattens away from the parabola. Let \(\gamma(\varepsilon)=p^2/2m\). Differentiating with respect to \(p\) gives \(\gamma'v=p/m\), so \(v=\sqrt{2\gamma/m}/\gamma'\). The density of states is proportional to \(p^2dp/d\varepsilon=mp\gamma'\), hence to \(\sqrt\gamma\,\gamma'\), and so is \(1/\tau\). In the ratio \(v\tau\) the square roots cancel:
\[
\lambda=\frac{\lambda_0}{\gamma'^2}.
\]
For \(\gamma=\varepsilon(1+\alpha\varepsilon)\), \(\gamma'=1+2\alpha\varepsilon\) grows and \(\lambda\) shrinks. Fast electrons gain less from the field between collisions.

**Q.** You assumed weak anisotropy and small phonon steps. Does the formula survive without them?

**A.** It can be tested against a Monte Carlo solution of the full Boltzmann equation, which follows free flights and random collisions and assumes neither. Take \(w=0.01\) eV, \(n=0.5\) and \(\lambda_0=1\) nm.

- Constant \(\lambda\), \(eF=0.07\) eV/nm: the share of electrons above 1 eV is 0.114 in the simulation, in the formula and in the fitted Maxwellian.
- Falling \(\lambda\), \(eF=0.25\) eV/nm, \(\alpha=0.5\) /eV: the share above 1.2 eV is 0.062 in the simulation and 0.060 in the formula, but 0.138 in the fitted Maxwellian.

**Q.** Those are chosen to suit your formula. What about silicon at a field where ionisation matters?

**A.** Take 250 kV/cm at 300 K with rough, silicon-like parameters: \(w=0.06\) eV, \(n=0.109\), \(\lambda_0=40\) nm, \(\alpha=0.5\) /eV. Above 1.25 eV I hold \(\gamma'\) constant, a crude stand-in for a density of states that stops rising so steeply. The ionisation rate is \(10^{11}\,\mathrm{s^{-1}}\,[(\varepsilon-1.1\,\mathrm{eV})/\mathrm{eV}]^4\) above 1.1 eV and zero below, which is convex.

At the band edge \(eF\lambda_0=0.025\times40=1.0\) eV, so
\[
T_{\rm loc}(0)=\frac{1.218\times1.0^2}{3\times0.06}+0.037\simeq6.8\ \mathrm{eV}.
\]
Don't read this as the actual slope. One flight gains about 1 eV, while \(\lambda\) halves within about 0.4 eV, so the local formula is outside its regime here and says only that \(f\) falls slowly at low energy. The phonon step is not small either: the term 0.037 eV should equal \(k_BT=0.026\) eV at zero field. Above 1.25 eV, \(\gamma'=2.25\), \(\lambda=40/2.25^2=7.9\) nm and \(eF\lambda=0.198\) eV, so
\[
T_{\rm loc}=\frac{1.218\times0.198^2}{0.18}+0.037\simeq0.30\ \mathrm{eV}.
\]
The simulated mean energy is 0.874 eV, and your fit turns it into \(T=0.464\) eV, or about 5400 K. That is a compromise between a flat low-energy part and a much colder tail. The electrons that ionise have a mean energy of 2.83 eV, deep in that tail.

The anisotropy there is \(f_1/f=eF\lambda/T_{\rm loc}=0.198/0.30\simeq0.66\), which is not small, so I take the rates from the simulation:
\[
\frac{\langle W\rangle_f}{\langle W\rangle_M}
=\frac{1.16\times10^{10}\ \mathrm{s^{-1}}}{5.30\times10^{10}\ \mathrm{s^{-1}}}\simeq0.22 .
\]
The fitted temperature overestimates ionisation by a factor of about 4.6. The standard error of the simulated rate is 2.7%. The flux formula gives nearly the right mean, 0.860 eV, but a rate of \(7.9\times10^9\ \mathrm{s^{-1}}\), about 32% below the simulated one. A good mean energy doesn't vouch for the tail there either.

**Q.** How much of that 4.6 belongs to real silicon?

**A.** The size is uncertain, and the sign isn't guaranteed either. The Maxwellian overestimates the rate in each of the four variants simulated below, but silicon's density of states also falls over some energies above its first peak. Scattering is then rarer, so \(\lambda\) can grow again and make \(\ln f\) convex there. The model's drift velocity, \(9.9\times10^6\) cm/s, is close to the rough saturated value of \(10^7\) cm/s. Its ionisation coefficient, the rate divided by the drift velocity, is \(1.2\times10^3\) /cm, against a rough measured size of \(5\times10^3\) /cm, so it should not be used to predict ionisation. The assumption that matters most among those varied is the band shape. At the same field and \(\lambda_0\), stopping the rise of \(\gamma'\) at 1.0 eV changes the true-to-fitted ratio from 0.22 to 0.55, while never stopping it gives 0.023. Adding elastic scattering at 30% of the nominal phonon rate gives 0.12. A 400 K lattice with the same phonon coupling gives 0.16.

Silicon's valleys are also anisotropic, with masses \(m_i\) of about 0.98 along the valley axis and 0.19 in the two directions across it, in electron masses. The model uses their geometric mean, \(m=(0.98\times0.19^2)^{1/3}\simeq0.33\). Scaling each momentum component by \(\sqrt{m/m_i}\) makes a parabolic valley spherical and scales the field component likewise. With a field along a valley axis, 250 kV/cm acts as 145 kV/cm in valleys that respond with the long mass and 329 kV/cm in those with the transverse mass. I have not computed how far this moves the ratio.

**Q.** You also said ionisation was too weak to alter \(f\). Is it?

**A.** For the mean energy, nearly. Ionisation takes about \(1.16\times10^{10}\times2.83\simeq3.3\times10^{10}\) eV/s per electron, if each event costs the whole kinetic energy. The field supplies \(0.025\) eV/nm times \(9.85\times10^{13}\) nm/s, or \(2.5\times10^{12}\) eV/s, so the share is 1.3%. At 2.83 eV, however, the ionisation loss is 0.375 of the phonon loss, which is not negligible. I expect it to thin the tail and increase your overestimate, but the simulation leaves it out.

**Q.** Then I can keep the temperature and divide my ionisation rate by five.

**A.** No. That factor belongs to one model at one field, and where hot and cold electrons meet even its direction can be wrong. Consider a sum of Maxwellians, \(f=\sum_i c_ie^{-\beta_i\varepsilon}\) with positive \(c_i\). Let \(\langle\cdot\rangle\) be the average over \(i\) with weights \(c_ie^{-\beta_i\varepsilon}/f\). Then \(f'/f=-\langle\beta\rangle\) and \(f''/f=\langle\beta^2\rangle\), so
\[
\frac{d^2\ln f}{d\varepsilon^2}=\frac{f''}{f}-\left(\frac{f'}{f}\right)^2
=\langle\beta^2\rangle-\langle\beta\rangle^2\ge0 .
\]
Now \(\ln f\) is convex, and, unless all the \(\beta_i\) are equal, the fitted temperature underestimates every convex rate that is not simply a straight line.

Near a drain, electrons leaving the high field enter a region full of cold ones. As a limiting case, mix 10% of our hot electrons, before they cool, with 90% at 300 K, whose mean energy is 0.040 eV. This takes the cold electrons to be non-degenerate, which fails in a heavily doped drain, so the numbers below illustrate the effect and don't describe such a drain. The hot part is not itself Maxwellian, so I compute this mixture directly. Its mean energy is
\[
0.1\times0.874+0.9\times0.040\simeq0.123\ \mathrm{eV},
\]
and the fit gives \(T=0.076\) eV. The true rate per electron is a tenth of the hot one, \(1.16\times10^9\ \mathrm{s^{-1}}\). The fitted Maxwellian gives \(4.9\times10^2\ \mathrm{s^{-1}}\), too low by a factor of about \(2.4\times10^6\).

**Q.** So one correction factor can't serve both places. What would I have to carry besides the mean energy?

**A.** Something that follows the tail: the distribution itself, or at least a separate population of energetic electrons with its own gains and losses. The mean energy still belongs in the energy balance. In a steady, uniform field it can also set the ionisation rate, once calibrated for the same material and lattice temperature, because a stronger field raises the mean and the tail together. Where the field changes over a short distance, that calibration can fail: electrons entering the high field and electrons leaving it can have the same mean energy but very different tails. The mixture breaks the link too, since cold electrons lower the mean without cooling a single hot one. The numerical output lists the values for both cases.

## Values computed for the example and the checks

```
TEST MODELS: w = 0.01 eV, n = 0.5, path0 = 1 nm
concave case, crossings: 0.419 and 1.272 eV
step rate at lower crossing, true/fitted: 1.212
constant path, F = 0.07 eV/nm, alpha = 0.0 /eV:
  mean energy, sampled and flux formula: 0.505, 0.505 eV
  share above 1.0 eV, sampled/formula/fitted Maxwellian: 0.1141, 0.1145, 0.1144
falling path, F = 0.25 eV/nm, alpha = 0.5 /eV:
  mean energy, sampled and flux formula: 0.662, 0.660 eV
  share above 1.2 eV, sampled/formula/fitted Maxwellian: 0.0624, 0.0603, 0.1376
SILICON-LIKE EXAMPLE (rough parameters), 300 K
field: 250 kV/cm; phonon energy: 0.06 eV; n: 0.1089
path0: 40 nm; alpha: 0.5 /eV; knee: 1.25 eV
density-of-states mass: 0.328 electron masses
threshold: 1.1 eV; rate prefactor: 1e+11 /s/eV^4
mean energy: 0.874 eV
fitted temperature: 0.464 eV = 5388 K
drift velocity: 9.85e+06 cm/s
field power / phonon loss: 0.9998
ionisation rate, sampled: 1.16e+10 /s
  relative standard error: 2.7 %
ionisation rate, fitted Maxwellian: 5.30e+10 /s
true/fitted: 0.218; overestimate: factor 4.6
flux formula: mean 0.860 eV, rate 7.92e+09 /s
MIXED CARRIERS: hot share 0.1, cold mean 0.0400 eV
mixed mean: 0.1234 eV; fitted T: 0.0756 eV
rate, true and fitted: 1.16e+09, 4.87e+02 /s
true/fitted: 2.38e+06
CHANGED MODELS: mean energy; true/fitted; relative standard error
  knee at 1.0 eV: 1.006 eV; 0.554; 5 %
  no knee: 0.821 eV; 0.023; 3 %
  30 % added elastic scattering: 0.772 eV; 0.121; 7 %
  lattice at 400 K: 0.818 eV; 0.160; 5 %
NEGLECTED EFFECTS
mean energy of ionising electrons: 2.83 eV
ionisation/phonon energy loss there: 0.375
electron-electron/phonon loss at 1e17 /cm3: 0.0032
cold-carrier density / band density: 0.0035
tunnelling exponent (gap 1.12 eV, mass 0.2): 145
model ionisation coefficient: 1.2e+03 /cm
rough measured size (input): 5e+03 /cm
ionisations per electron in 100 nm, model and rough input: 0.0118, 0.05
effective field, long and transverse mass: 145, 329 kV/cm
```
